# Finite-size error of the electron-gas RPA energy in a periodic cell: a program that tests the result

```python
# Finite-size error of the RPA energy of the 3D unpolarised electron gas (Hartree units).
# N electrons, simple cubic cell of side L, Ewald interaction, bulk Lindhard chi0 on the
# allowed q = 2 pi m / L.  X = -v chi0(q, i w), v = 4 pi/q^2, n density, kF = vF, wp^2 = 4 pi n.
# Mode energies: F = (1/2pi) int ln(1+X) dw (total), V = (1/2pi) int X/(1+X) dw (potential),
# T = F - V (kinetic), Fx = (1/2pi) int X dw (exchange only).
# Cell energy: sum_{q != 0} [F - n v/2] + N vM/2, vM the Madelung potential.
# Result under test, D = N e_bulk - E_cell:
#   D   = wp/2 - c vF Z4/(pi^2 L) + C/(8 pi^3 eps L) + O(L^-2)
#   D_V = wp/4 + C/(8 pi^3 eps^2 L),  D_T = D - D_V,  D_x = -Z1 kF^2 L/(4 pi^2) + O(1/L)
# Z4 = sum'|m|^-4, Z1 = L vM, C = sum' cos(2 kF L|m|)/|m|^4, eps = 1 + 1/(2 pi kF),
# c = slope constant in F(q) = wp/2 - c vF q + ...
import numpy as np
from numpy import pi
from scipy.integrate import quad
from scipy.special import erfc, gamma
from scipy.constants import physical_constants

EV = physical_constants['Hartree energy in eV'][0]
H = 0.4
W = np.exp(np.arange(-22.0, 22.01, H))      # logarithmic trapezoid frequency grid
GX, GW = np.polynomial.legendre.leggauss(16)


def gas(rs):
    return (9*pi/4)**(1/3)/rs, 3/(4*pi*rs**3), np.sqrt(3/rs**3)   # kF, n, wp


def lindhard(z, u):
    f = np.empty(z.shape)
    far = z*z + u*u > 9
    a, b = z[~far], u[~far]
    f[~far] = (0.5 + (1 - a*a + b*b)/(8*a)*np.log1p(4*a/((a - 1)**2 + b*b))
               - 0.5*b*(np.arctan((1 + a)/b) + np.arctan((1 - a)/b)))
    inv = 1/(z[far] + 1j*u[far])
    inv2, p, s = inv*inv, inv.copy(), np.zeros(inv.shape)
    for k in range(1, 19):
        s += p.real/((2*k - 1)*(2*k + 1))
        p *= inv2
    f[far] = s/z[far]
    return f


def modes(q, rs):
    kF = gas(rs)[0]
    q = np.atleast_1d(np.asarray(q, float))[:, None]
    u = W[None, :]/(q*kF)
    X = (4*kF/pi)/q**2*lindhard(q/(2*kF) + 0*u, u)
    wt = W*H/(2*pi)
    return np.log1p(X) @ wt, (X/(1 + X)) @ wt, X @ wt      # F, V, Fx


def panels(edges):
    e = np.asarray(edges)
    half, mid = np.diff(e)[:, None]/2, (e[1:] + e[:-1])[:, None]/2
    return (mid + half*GX).ravel(), (half*GW).ravel()


grade = 0.5*2.0**(-np.arange(9))
INNER = [0, 0.1, 0.25, 0.5, 1.0] + list(2 - grade) + [2.0]   # in units of kF
OUTER = list(2 + grade[::-1])

# cubic lattice shell counts
RM = 100
xs = np.arange(-RM, RM + 1)
r2 = np.bincount((xs[:, None]**2 + xs[None, :]**2).ravel())[:RM*RM + 1].astype(float)
r3 = np.zeros(RM*RM + 1)
for zc in xs:
    r3[zc*zc:] += r2[:RM*RM + 1 - zc*zc]
M2 = np.nonzero(r3)[0][1:]
CNT = r3[M2]
RAD = np.sqrt(M2.astype(float))


def epstein(s):
    th = lambda t: (1 + 2*sum(np.exp(-pi*k*k*t) for k in range(1, 6)))**3 - 1
    I = quad(lambda t: (t**(s/2 - 1) + t**((3 - s)/2 - 1))*th(t), 1, 30, epsabs=1e-13)[0]
    return (I + 2/(s - 3) - 2/s)*pi**(s/2)/gamma(s/2)


kap = 2.0
Z1 = (np.sum(CNT*erfc(kap*RAD)/RAD) + np.sum(CNT*np.exp(-pi**2*M2/kap**2)/(pi*M2))
      - 2*kap/np.sqrt(pi) - pi/kap**2)                       # Ewald sum for L = 1
Z4 = epstein(4.0)
assert abs(Z1 - epstein(1.0)) < 1e-9
assert abs(Z4 - (np.sum(CNT/RAD**4) + 4*pi/RM)) < 1e-4


# slope constant: imaginary-axis integral and real-axis phase shift
def log_ratio(u):
    if u > 4:
        return np.log1p(sum(3*(-1)**k*u**(-2*k)/(2*k + 3) for k in range(1, 16)))
    return np.log(3*u*u*(1 - u*np.arctan(1/u)))


c = -(quad(log_ratio, 0, 1)[0] + quad(log_ratio, 1, 4)[0] + quad(log_ratio, 4, np.inf)[0])/(2*pi)
phase = quad(lambda s: np.arctan2(pi*np.tanh(s)/2, 1 - s*np.tanh(s))/np.cosh(s)**2, 0, 30)[0]/pi
assert abs(c - 0.5*(1 - phase)) < 1e-6


def direct_error(N, rs):
    kF, n, wp = gas(rs)
    L = (N/n)**(1/3)
    sig = 10/L                                # smooth window, same in sum and integral
    Q = 3*kF + 5*sig
    qmax = Q + 6*sig
    win = lambda q: 0.5*erfc((q - Q)/sig)
    edges = np.array(INNER + OUTER + list(np.arange(2.75, qmax/kF + 0.25, 0.25)))*kF
    qi, wi = panels(edges)
    keep = 2*pi*RAD/L < qmax
    qs = 2*pi*RAD[keep]/L
    out = []
    for Gi, Gs in zip(modes(qi, rs), modes(qs, rs)):
        bulk = L**3/(2*pi**2)*np.sum(wi*win(qi)*(qi*qi*Gi - 2*pi*n))
        cell = np.sum(CNT[keep]*win(qs)*(Gs - 2*pi*n/qs**2)) + N*Z1/(2*L)
        out.append(bulk - cell)
    return out                                # D, D_V, D_x


def predicted(N, rs):
    kF, n, wp = gas(rs)
    L = (N/n)**(1/3)
    eps = 1 + 1/(2*pi*kF)
    C = np.sum(CNT*np.cos(2*kF*L*RAD)/RAD**4)
    lin, fr = -c*kF*Z4/(pi**2*L), C/(8*pi**3*L)
    return dict(L=L, C=C, eps=eps, lin=lin, fr=fr/eps, D=wp/2 + lin + fr/eps,
                DV=wp/4 + fr/eps**2, Dx=-Z1*kF**2*L/(4*pi**2))


def diagonalise(q, rs):
    kF = gas(rs)[0]
    kz, wk = [], []
    for lo, hi, m in ((-q/2, kF - q, 400), (kF - q, kF, 200)):
        x, w = np.polynomial.legendre.leggauss(m)
        kz.append((lo + hi)/2 + (hi - lo)/2*x)
        wk.append((hi - lo)/2*w)
    kz, wk = np.concatenate(kz), np.concatenate(wk)
    area = pi*(kF**2 - kz**2 - np.maximum(0, kF**2 - (kz + q)**2))
    om = q*kz + q*q/2
    a = np.sqrt(2*(4*pi/q**2)*(2*area*wk/(2*pi)**3)*om)
    ev, U = np.linalg.eigh(np.diag(om**2) + np.outer(a, a))
    Om = np.sqrt(ev)
    pot = 0.25*np.sum((a @ U)**2/Om)
    kin = 0.25*Om.sum() + 0.25*np.sum(om**2*((U*U) @ (1/Om))) - 0.5*om.sum()
    return 0.5*(Om.sum() - om.sum()), pot, kin, Om[-1]


rs, N0 = 2.0, 54
kF, n, wp = gas(rs)
p0 = predicted(N0, rs)
L0 = p0['L']
q1 = 2*pi/L0

# Lindhard quadrature: free structure factor, exchange energy, static screening at 2 kF
for z in (0.05, 0.5, 0.97, 1.6):
    q = 2*kF*z
    S0 = modes(q, rs)[2][0]*q*q/(2*pi*n)
    assert abs(S0 - (1.5*z - 0.5*z**3 if z < 1 else 1.0)) < 1e-7
qi, wi = panels(np.array(INNER)*kF)
ex = np.sum(wi*(qi*qi*modes(qi, rs)[2] - 2*pi*n))/(2*pi**2*n)
assert abs(ex + 3*kF/(4*pi)) < 1e-8
eps_num = 1 + (4*kF/pi)/(4*kF*kF)*lindhard(np.array([1.0]), np.array([1e-9]))[0]
assert abs(eps_num - p0['eps']) < 1e-7
qi, wi = panels(np.array(INNER + OUTER + list(np.geomspace(3, 500, 16)))*kF)
Fq, _, Fxq = modes(qi, rs)
ec = np.sum(wi*qi*qi*(Fq - Fxq))/(2*pi**2*n)

print(f"rs = {rs:.1f} bohr, N = {N0}, n = {n:.6f} bohr^-3")
print(f"kF = vF = {kF:.6f} a.u., wp = {wp:.6f} Ha")
print(f"L = {L0:.5f} bohr, 2pi/L = {q1:.5f} bohr^-1, 2 kF L = {2*kF*L0:.4f}")
print(f"Z1 = L vM = {Z1:.6f}, Z4 = {Z4:.5f}")
print(f"c = {c:.6f}, int delta/pi dx = {phase:.6f}")
print(f"eps(2kF,0) = {p0['eps']:.5f}, C(2kF L) = {p0['C']:.4f}")
print(f"bulk exchange = {ex:.6f} Ha/el, bulk RPA correlation = {ec:.6f} Ha/el")

# oscillator diagonalisation against frequency integrals
print("q (bohr^-1): F, V, T, top root (Ha), by diagonalisation")
for q in (0.05, 0.2, q1):
    Fd, Vd, Td, top = diagonalise(q, rs)
    F, V, _ = modes(q, rs)
    assert abs(Fd - F[0]) < 1e-5 and abs(Vd - V[0]) < 1e-5 and abs(Td - (F[0] - V[0])) < 1e-5
    print(f"  {q:.4f}: {Fd:.6f} {Vd:.6f} {Td:.6f} {top:.6f}")

# small-q expansions, remainder of order q^3
for r in (2.0, 4.0):
    k, _, w = gas(r)
    for q in (0.005, 0.02):
        F, V, _ = modes(q, r)
        assert abs(F[0] - (w/2 - c*k*q + 0.15*k*k*q*q/w)) < q**3
        assert abs(V[0] - (w/4 - 0.075*k*k*q*q/w)) < q**3

# explicit lattice sums against the asymptotic formulas
print("per cell, Ha: rs N | D pred | D_V pred | D_T pred | 2D/wp D_T/D_V")
store = {}
for r, N in ((2.0, 54), (2.0, 250), (2.0, 1000), (2.0, 4000), (4.0, 1000)):
    k, _, w = gas(r)
    D, DV, Dx = direct_error(N, r)
    p = predicted(N, r)
    tol = 0.5/(k*p['L']**2) + 3/p['L']**3      # size of the neglected L^-2 and L^-3 terms
    assert abs(D - p['D']) < tol and abs(DV - p['DV']) < tol
    assert abs((D - DV) - (p['D'] - p['DV'])) < tol
    assert abs(p['lin']) > 5*tol               # the tolerance resolves the 1/L term
    assert abs(Dx - p['Dx']) < 0.1/p['L']
    store[(r, N)] = (D, DV, Dx)
    print(f"  {r:.0f} {N} | {D:.5f} {p['D']:.5f} | {DV:.5f} {p['DV']:.5f} | "
          f"{D - DV:.5f} {p['D'] - p['DV']:.5f} | {2*D/w:.4f} {(D - DV)/DV:.4f}")
print(f"rs = 4: wp/2 = {gas(4.0)[2]/2:.6f} Ha")

# the oscillating 2 kF term must account for the residual at order 1/L
with_fr, without_fr = [], []
for N in (2000, 2300, 2700, 3100, 3500, 3900):
    p = predicted(N, rs)
    D = direct_error(N, rs)[0]
    with_fr.append((D - p['D'])*p['L'])
    without_fr.append((D - p['D'] + p['fr'])*p['L'])
rw, rwo = np.sqrt(np.mean(np.square(with_fr))), np.sqrt(np.mean(np.square(without_fr)))
assert rw < 0.5*rwo
print(f"rms L*residual, N=2000..3900: {rwo:.5f} without, {rw:.5f} with Friedel (Ha bohr)")

D, DV, Dx = store[(rs, N0)]
print(f"example rs = {rs:.0f}, N = {N0}:")
print(f"  wp/2 = {wp/2:.6f} Ha, wp/4 = {wp/4:.6f} Ha per cell")
print(f"  linear-q term = {p0['lin']:.6f} Ha, Friedel term = {p0['fr']:.6f} Ha per cell")
print(f"  wp/(2N) = {wp/(2*N0):.6f} Ha/el = {wp/(2*N0)*EV:.4f} eV/el")
print(f"  wp/(4N) = {wp/(4*N0):.6f} Ha/el = {wp/(4*N0)*EV:.4f} eV/el")
print(f"  direct total error = {D/N0:.6f} Ha/el = {D/N0*EV:.4f} eV/el")
print(f"  direct potential = {DV/N0:.6f} Ha/el, kinetic = {(D - DV)/N0:.6f} Ha/el")
print(f"  wp/(2N) / |RPA correlation| = {wp/(2*N0)/abs(ec):.4f}")
print(f"  exchange-only error: direct {Dx:.5f}, leading {p0['Dx']:.5f} Ha per cell")
print(f"  correlation-only error = {D - Dx:.5f} Ha per cell = {(D - Dx)/N0:.6f} Ha/el")
print(f"N = 4000 exchange-only error = {store[(rs, 4000)][2]:.5f} Ha per cell")
print("all assertions hold")
```

It prints:

```
rs = 2.0 bohr, N = 54, n = 0.029842 bohr^-3
kF = vF = 0.959579 a.u., wp = 0.612372 Ha
L = 12.18590 bohr, 2pi/L = 0.51561 bohr^-1, 2 kF L = 23.3867
Z1 = L vM = -2.837297, Z4 = 16.53232
c = 0.355223, int delta/pi dx = 0.289554
eps(2kF,0) = 1.16586, C(2kF L) = -2.1244
bulk exchange = -0.229083 Ha/el, bulk RPA correlation = -0.061801 Ha/el
q (bohr^-1): F, V, T, top root (Ha), by diagonalisation
  0.0500: 0.289693 0.152820 0.136873 0.613501
  0.2000: 0.246213 0.149107 0.097106 0.630696
  0.5156: 0.178021 0.131888 0.046133 0.749396
per cell, Ha: rs N | D pred | D_V pred | D_T pred | 2D/wp D_T/D_V
  2 54 | 0.25928 0.25873 | 0.15223 0.15258 | 0.10706 0.10615 | 0.8468 0.7033
  2 250 | 0.27846 0.27832 | 0.15321 0.15331 | 0.12525 0.12502 | 0.9095 0.8175
  2 1000 | 0.28941 0.28937 | 0.15387 0.15386 | 0.13554 0.13551 | 0.9452 0.8809
  2 4000 | 0.29501 0.29500 | 0.15307 0.15307 | 0.14194 0.14193 | 0.9635 0.9273
  4 1000 | 0.10423 0.10422 | 0.05444 0.05442 | 0.04979 0.04980 | 0.9629 0.9146
rs = 4: wp/2 = 0.108253 Ha
rms L*residual, N=2000..3900: 0.02029 without, 0.00056 with Friedel (Ha bohr)
example rs = 2, N = 54:
  wp/2 = 0.306186 Ha, wp/4 = 0.153093 Ha per cell
  linear-q term = -0.046855 Ha, Friedel term = -0.000603 Ha per cell
  wp/(2N) = 0.005670 Ha/el = 0.1543 eV/el
  wp/(4N) = 0.002835 Ha/el = 0.0771 eV/el
  direct total error = 0.004802 Ha/el = 0.1307 eV/el
  direct potential = 0.002819 Ha/el, kinetic = 0.001983 Ha/el
  wp/(2N) / |RPA correlation| = 0.0917
  exchange-only error: direct 0.80383, leading 0.80643 Ha per cell
  correlation-only error = -0.54455 Ha per cell = -0.010084 Ha/el
N = 4000 exchange-only error = 3.38631 Ha per cell
all assertions hold
```
